# Density maps on nested grids for electron backscatter correction

## The long-range part of the exposure

When a 50 kV electron beam writes a resist film on silicon, some electrons scatter back from the substrate and expose the resist about ten micrometres from where they entered. An edge in a large pad therefore receives more energy than the edge of a lone line written with the same dose, and it prints in the wrong place. To correct the dose, one must know the backscattered energy at every written point. Direct summation over fine pixels is costly because each point has a neighbourhood tens of micrometres wide. The backscattered energy is smooth, however, which suggests computing it on a coarse map. The question is how coarse the map may be.

Let $p(\mathbf r)$ be 1 where the pattern is written and 0 elsewhere, and let $D$ be the dose relative to that of an isolated feature. The model has two Gaussians: a direct part of range $\alpha$, and a backscattered part of range $\beta$ carrying $\eta$ times the direct energy. The backscatter is $\eta U$, with

$$U=K[D]=\int g(\mathbf r-\mathbf r')\,p(\mathbf r')D(\mathbf r')\,d^2r',\qquad g(\mathbf r)=\frac{e^{-r^2/\beta^2}}{\pi\beta^2}.$$

Suppose that features are much wider than $\alpha$ and that $D$ and $U$ hardly change over $\alpha$. At a distance $v$ outside a straight edge the energy is

$$E(v)=\frac D2\,\mathrm{erfc}\!\left(\frac v\alpha\right)+\eta U .$$

At $v=0$ the direct part is $D/2$. An isolated feature, with $D=1$ and $U\approx0$, has $E(0)=1/2$. If this is the development threshold, every edge prints in place when $D/2+\eta U=1/2$, or

$$L\equiv D+2\eta U=1 .\tag{1}$$

$L$ is the edge level relative to the threshold. We impose (1) at all written points, although it matters at edges.

## A map that keeps area and centroid

Take square cells of side $H$ with nodes $\mathbf r_j$, and the bilinear hats $\varphi_j(\mathbf r)=\Lambda\big(\frac{x-x_j}{H}\big)\Lambda\big(\frac{y-y_j}{H}\big)$, where $\Lambda(u)=\max(0,1-|u|)$. The map calculation deposits, sums and interpolates:

$$M_j=\int\varphi_j\,pD\,d^2r,\qquad U_H(\mathbf r)=\sum_i\varphi_i(\mathbf r)\sum_j g(\mathbf r_i-\mathbf r_j)M_j\equiv K_H[D].\tag{2}$$

Since $\sum_j\varphi_j=1$ and $\sum_j\mathbf r_j\varphi_j=\mathbf r$, the deposit keeps the total dose and its centroid.

The deposit can be made on a fine grid and passed down through spacings $H,2H,4H,\dots$ The reason is the identity

$$\Lambda\!\left(\frac{x}{2H}\right)=\tfrac12\Lambda\!\left(\frac{x+H}{H}\right)+\Lambda\!\left(\frac xH\right)+\tfrac12\Lambda\!\left(\frac{x-H}{H}\right).$$

Both sides are piecewise linear with breaks at multiples of $H$, and they agree at those points, so they are equal. Along each axis the coarse deposit is therefore $M^{2H}_J=\frac12M^H_{2J-1}+M^H_{2J}+\frac12M^H_{2J+1}$, with no approximation. The same weights carry the node values back up. Apart from rounding, the number of levels adds no error, and the coarsest spacing alone sets the accuracy. "Multigrid" here means this nested transfer, not a multigrid equation solver.

## Error of interpolation at the target

Along one axis let $x=x_0+sH$ lie between nodes $x_0$ and $x_1=x_0+H$. Taylor's formula with integral remainder gives

$$u(x_1)=u(x)+(1-s)Hu'(x)+\int_x^{x_1}(x_1-\xi)u''(\xi)\,d\xi,$$
$$u(x_0)=u(x)-sHu'(x)+\int_{x_0}^{x}(\xi-x_0)u''(\xi)\,d\xi .$$

Multiply the first by $s$, the second by $1-s$, and add. The slopes cancel, and the linear interpolant $I_xu$ satisfies

$$I_xu-u=\int_{x_0}^{x_1}k(x,\xi)\,u''(\xi)\,d\xi,\qquad k=H\min(s,\sigma)\,[1-\max(s,\sigma)],\tag{3}$$

with $\xi=x_0+\sigma H$. The kernel $k$ is non-negative and symmetric, and its integral over $\xi$ is $\frac12s(1-s)H^2\le H^2/8$. In two dimensions

$$I_xI_yU-U=(I_x-1)U+I_x(I_y-1)U .$$

Because $I_x$ is an average with non-negative weights, the error is at most $\frac{H^2}{8}(\max|U_{xx}|+\max|U_{yy}|)$.

To bound the curvature, write $g=g_1(x)g_1(y)$ with $g_1(x)=e^{-x^2/\beta^2}/(\sqrt\pi\beta)$. The slope $g_1'=-2xg_1/\beta^2$ is largest in size at $|x|=\beta/\sqrt2$, where

$$|g_1'|=\frac{c}{\beta^2},\qquad c=\sqrt{\frac{2}{\pi e}}=0.484 .$$

Beyond these two points $g_1''>0$, and each side contributes $c/\beta^2$ to its integral. The positive part of $g_1''$ thus integrates to $2c/\beta^2$. The negative part has the same size, since $\int g_1''dx=0$. For $0\le pD\le1$ it follows that $|U_{xx}|\le2c/\beta^2$, and likewise for $U_{yy}$. The target interpolation error is at most $\frac c2(H/\beta)^2$.

This bound treats the two axes as if both could be at their worst together. To leading order in $H/\beta$ the error is $\frac{H^2}2[s(1-s)U_{xx}+t(1-t)U_{yy}]$, where $t$ is the fractional position along $y$. Its largest size over all patterns is a convex function of the two weights, each between 0 and $\frac14$, so its maximum lies at a corner of that square. One weight alone gives at most $\frac{H^2}{8}\cdot\frac{2c}{\beta^2}$. With both equal to $\frac14$ we need the largest $|\nabla^2U|$. Now

$$\nabla^2g=\frac{4(r^2-\beta^2)}{\beta^4}\,g$$

is negative inside $r=\beta$, and by the divergence theorem its integral there is

$$2\pi\beta\,\frac{dg}{dr}\bigg|_{\beta}=2\pi\beta\left(-\frac2\beta\right)\frac{e^{-1}}{\pi\beta^2}=-\frac{4}{e\beta^2}.$$

Since $4/e=1.47$ exceeds $2c=0.97$, the cell centre is the worst place and a filled disc of radius $\beta$ is a worst pattern. The error has size

$$\frac{H^2}{8}\cdot\frac{4}{e\beta^2}=\frac1{2e}\left(\frac H\beta\right)^2=0.184\left(\frac H\beta\right)^2 .$$

At $H/\beta=0.1$, both the disc and a numerical search over all patterns give a coefficient of 0.1837. The map underestimates $U$ at the centre of the disc because linear interpolation cuts off its rounded top.

## Error of the deposit

The deposit replaces $g(\mathbf r-\mathbf r')$ by its bilinear interpolant in the source position $\mathbf r'$. The same split applies. In the first term, replace $g_{xx}$ by its positive part and $pD$ by 1 to get an upper bound. Integrate over $x'$ first: since $k$ is symmetric, this gives at most $H^2/8$. The term is therefore at most $\frac{H^2}{8}\cdot\frac{2c}{\beta^2}=\frac c4(H/\beta)^2$. In the second term the $x$ integral of the interpolated kernel is a node sum rather than 1. Poisson summation, with the Fourier transform $e^{-q^2\beta^2/4}$ of $g_1$ at $q=2\pi m/H$, bounds it:

$$H\sum_i g_1(x-x_i)\le T=1+2\sum_{m\ge1}e^{-\pi^2m^2\beta^2/H^2}.$$

That term is at most $\frac c4T(H/\beta)^2$. Negative parts give the same limits from below.

Interpolating the deposit error to the target cannot increase its maximum, so the two contributions add:

$$|U_H-U|\le\frac c4(3+T)\left(\frac H\beta\right)^2 .\tag{4}$$

For $H\le0.8\beta$, $T-1$ is below $10^{-6}$, and the right side is $c(H/\beta)^2$ for practical purposes.

Keeping the centroid is essential to this order. Suppose that a grating fills $x>0$ and that each cell is written in its left half. A simpler map lumps the area at the cell centre, $H/4$ to the right of the true centroid. Each cell has area $H/2$ per unit length, so evaluating $U$ directly at the target gives the error

$$\sum_{\rm cells}\frac H2\cdot\frac H4\,g_1'\approx\frac H8\int_0^\infty g_1'(\xi-x)\,d\xi=-\frac H8g_1(x),$$

with maximum size $H/(8\sqrt\pi\beta)$. This is first order. For hats the leading error is

$$\frac{H^2}{2}\int_0^{1/2}s(1-s)\,ds\int_0^\infty g_1''(\xi-x)\,d\xi .$$

The first integral is $\frac18-\frac1{24}=\frac1{12}$, and the second has maximum size $c/\beta^2$. The result is $\frac{c}{24}(H/\beta)^2$. At $H/\beta=0.1$ the computed errors are $7.1\times10^{-3}$ for lumping and $2.0\times10^{-4}$ for hats. Doubling $H$ doubles the first and quadruples the second. The first-order error needs a systematic offset of the centroids and a gradient of $U$; it vanishes deep inside a uniform grating.

If cells are filled evenly or by a fine mixture, the deposit average of $s(1-s)$ is $\int_0^1s(1-s)ds=\frac16$. Adding the target part gives a local estimate:

$$U_H-U\approx\frac{H^2}{2}\left\{\left[\tfrac16+s(1-s)\right]U_{xx}+\left[\tfrac16+t(1-t)\right]U_{yy}\right\}.\tag{5}$$

To this order the map acts as a slight extra blur, strongest at cell centres.

## Solving for the dose

With the map, (1) becomes $AD=1$, where $A=1+2\eta K_H$. Plain substitution, $D\leftarrow1-2\eta K_HD$, multiplies an eigenmode of the error by $-2\eta\lambda$, where $\lambda$ is its eigenvalue under $K_H$. It diverges if $2\eta\lambda_{\max}>1$, which can happen in large dense areas. A safer sweep uses the local density $a=K_H[1]$:

$$D\leftarrow D+S^{-1}(1-AD),\qquad S=1+2\eta a.\tag{6}$$

Starting from $D=0$, the first sweep gives the local formula $D=1/(1+2\eta a)$, which treats all neighbours as having the dose of the point itself.

To prove convergence, use the inner product $\langle u,v\rangle=\int p\,uv\,d^2r$. By (2), $K_H$ has a symmetric, non-negative kernel $k_H(\mathbf r,\mathbf r')$. It is also positive semidefinite, because the Fourier transform of a Gaussian is positive. Expanding a square and using the symmetry,

$$\langle u,(a-K_H)u\rangle=\frac12\iint p\,p'\,k_H(\mathbf r,\mathbf r')\,[u(\mathbf r)-u(\mathbf r')]^2\,d^2r\,d^2r'\ge0 .$$

Hence $\langle u,u\rangle\le\langle u,Au\rangle\le\langle u,Su\rangle$. If $Au=\mu Su$, then $\mu=\langle u,Au\rangle/\langle u,Su\rangle$ lies between $1/(1+2\eta a_{\max})$ and 1. A sweep multiplies this mode of the error by $1-\mu$, so in the norm $\langle e,Se\rangle^{1/2}$ the error shrinks by a factor no larger than

$$q=\frac{2\eta a_{\max}}{1+2\eta a_{\max}}<1 .$$

The converged dose $D_H$ satisfies $D_H+2\eta K_HD_H=1$. Its true edge level is therefore

$$L=D_H+2\eta KD_H=1+2\eta(K-K_H)D_H .\tag{7}$$

If $D_H\ge0$, then $D_H\le1$ follows from its equation, and (4) gives $|L-1|\le2\eta\frac c4(3+T)(H/\beta)^2$. To find the edge shift, expand $\mathrm{erfc}(v/\alpha)\approx1-2v/(\sqrt\pi\alpha)$. The threshold condition becomes $\frac L2-\frac{Dv}{\sqrt\pi\alpha}=\frac12$, so

$$v=\frac{\sqrt\pi\,\alpha\,(L-1)}{2D}.\tag{8}$$

## A 128 µm field

Take $\beta=10$ µm, $\eta=0.6$, $\alpha=25$ nm and an isolated-feature dose of 200 µC/cm². The field contains a 64 µm square pad, a grating of 0.5 µm lines and spaces, 32 µm wide, and one 0.5 µm line. Dose is constant on each 0.25 µm pixel, and the reference $U$ uses kernel integrals over the pixels in closed form. With $D=1$ everywhere, the level $L$ runs from 1.03 to 2.20.

The errors below are the largest in the field for $U$ with $D=1$, and the largest over written points for $L$ after correction.

| $H$ (µm) | error of $U$ | error of $L$ | bound on $L$ error |
|---|---|---|---|
| 1 | 0.0017 | 0.12 % | 0.58 % |
| 2 | 0.0067 | 0.49 % | 2.3 % |
| 4 | 0.025 | 1.9 % | 9.3 % |
| 8 | 0.081 | 5.9 % | 37 % |

For $H=1$ µm the bound is $2(0.6)(0.484)(0.1)^2=0.58\%$. This layout stays well below it. The pattern most harmful to any of four sampled target positions gives a $U$ error of 0.00295, against the bound 0.00484. Equation (5) accounts for that value: the pixel centre nearest a cell centre has $s=0.375$, so the weight is $0.167+0.234=0.401$, and $\frac12(0.401)(4/e)(0.1)^2=0.00295$. For the layout itself, (5) reproduces the whole error field to within 1.4 % of its largest value.

The $U$ error grows by 4.03 from 1 to 2 µm and by 3.73 from 2 to 4 µm, close to the factor 4 of a second-order method. The first ratio exceeds 4 because the error is sampled at pixel centres, which lie closer to the cell centre, in units of $H$, when $H$ is larger. The largest weight in (5) rises from 0.401 at 1 µm to 0.413 at 2 µm, which alone would give a ratio of 4.12. Higher-order terms, which grow with $H$, pull the ratios down.

For a guaranteed level error of 1 %, the bound requires $H\le\beta\sqrt{0.01/(2\eta c)}=1.31$ µm, or $0.13\beta$ at this $\eta$. This is sufficient, not necessary: here 2 µm also meets the target. At 8 µm the error is as large as the 5.5 % left by the local formula with accurate $U$, so solving for the dose on so coarse a map does not reduce the largest level error over written points in this layout. Over the pixels that carry an edge, where the level matters, the 8 µm map still does better: 3.5 % against 5.5 %.

At $H=1$ µm the doses at the centres of the pad, the grating and the single line are 91, 125 and 190 µC/cm². The first two are close to the uniform-density values $200/(1+1.2)=91$ and $200/(1+0.6)=125$. Starting from $D=0$, the slowest contraction seen before convergence is 0.527 per sweep, against $q=0.545$; from a random initial error the rate reaches 0.544, so the bound is almost attained. Plain substitution, tried at $H=2$ µm, multiplies the error by 1.089 per sweep and diverges.

Applied at every written point, as if an edge passed through it, (8) gives a shift of at most 0.05 nm for the 1 µm map. Combining the largest level error with the pad dose would give $22.2\times0.00119/0.455=0.058$ nm; the extremes do not coincide. These figures describe the map error alone. A dose held constant on each pixel adds a shift of its own, because (1) is imposed at pixel centres and an edge lies half a pixel away. Over that 0.125 µm, $U$ can change by up to $0.125/(\sqrt\pi\beta)=0.007$ (with $\beta$ in µm), or 0.85 % in level. In this layout the level at the true edges is off by up to 0.41 %, a shift of about 0.14 nm. Finer pixels are not the only remedy: with the same pixels, imposing (1) at the edge itself for every pixel that carries one brings the error down to 0.07 % along straight edges and 0.18 % at corners, where one pixel serves two edges.

## What the coarse map saves

For a separable kernel, the sum is done one axis at a time. The number of nodes scales as $H^{-2}$ and the window along an axis as $H^{-1}$, so the work scales as $H^{-3}$. For a general kernel the window is two-dimensional and the work scales as $H^{-4}$. Transfers between grids are dominated by the finest levels and depend little on $H$.

With windows of $\pm4\beta$, one evaluation on the pixel grid takes $1.42\times10^8$ multiplications. With the nested transfer, the map takes $5.9\times10^6$ at $H=1$ µm, a gain of 24, and $3.7\times10^6$ at 4 µm, a gain of 38. In the latter case the convolution needs only $3.85\times10^4$; nearly all the work is transfer, so a still coarser map would lose accuracy for almost no saving. The nesting itself saves nothing here: each pixel touches only two hats per axis, so a single step between the pixels and the coarsest nodes gives the same values with about a third of the transfer work ($1.3\times10^6$ at 1 µm, $1.1\times10^6$ at 4 µm), which raises the gains to about 40 and 120. For a general kernel, the number of interacting pairs falls by 250 at 1 µm and by 3800 at 2 µm, transfers not included. These are operation counts, not running times, and the comparison is with direct sums, not with fast Fourier transforms.

## The model beside real writing

The parameters are rough typical values for 50 kV writing on silicon; $\alpha$ also depends on the beam and the resist thickness, and the dose on the resist. One assumption that may fail is that of a single backscatter Gaussian. If 10 % of the backscatter had a range of 2 µm, an assumed but plausible mid-range term, the level $L$ at written points would change by up to 4.9 %. By (8) with the pad dose, a change of that size would move an edge by about 2.4 nm, against 0.058 nm for the map error estimated in the same way. Both figures overestimate the shift in this layout, because the largest level changes occur a few micrometres inside a pad corner, where the dose is higher than at the pad centre and no edge passes. At the true edges the mid-range term changes the level by up to 2.7 % and moves an edge by up to 0.74 nm; over the pixels that carry an edge, the map error is at most 0.07 %, or 0.023 nm. Including that term on the same 1 µm map would add a map error of up to 0.38 %, three times that of the main term. The spacing must therefore suit the shortest range carried by the map, or that term needs a finer map of its own.

Other omissions also exceed the 0.12 % map error. A $\beta$ that is 5 % too short changes the level by up to 1.4 % at written points and 0.9 % at edges. Fogging by electrons returned from the column, with an assumed ratio of 0.01 and surroundings of the same mean dose, adds 0.34 %.

For a rough estimate of shot noise, let each of the $n=12.5$ incident electrons per nm² at $D=1$ deposit its energy as the full direct Gaussian. At an edge the direct signal has mean $n/2$ and variance $n/(4\pi\alpha^2)$, the latter being $n$ times the integral of the squared direct Gaussian over the written half-plane. The relative noise is $1/\sqrt{\pi\alpha^2n}=0.64\%$, without averaging in the resist or noise in the backscatter.

Steady heating of a silicon substrate is small at nanoampere currents; it grows in proportion to the current and inversely with the conductivity. A power $P$ spread evenly over a disc of radius $\beta$ on a half-space of conductivity $\kappa$ warms its centre by $P/(\pi\kappa\beta)$. For 5 nA at 50 kV and $\kappa=150$ W/(m K) this is 0.05 K; brief local heating of the resist is not covered.

For the single 10 µm Gaussian, a map finer than 1 µm would therefore reduce an error that is already smaller than the effects of the input errors assumed here. The numerical output gives the remaining digits.

## Computed results

```
beta = 10.0 um, eta = 0.60, alpha = 25 nm
field = 128 um, pixel = 0.25 um
isolated-feature dose = 200 uC/cm2
c = 0.4839, sharp interpolation constant 1/(2e) = 0.1839
h/beta=0.1: worst pattern error/(h/beta)^2 = 0.1837
h/beta=0.1: disc of radius beta, same ratio = 0.1837
H/beta=0.2 deposit error: lumped 1.41e-02, hats 8.09e-04
H/beta=0.1 deposit error: lumped 7.06e-03, hats 2.02e-04
written fraction of field = 0.314
uncorrected edge level, min and max = 1.028, 2.200
H=1 um: U error 1.66e-03, worst pattern 2.95e-03, bound 4.84e-03
   level error 0.119 %, its bound 0.581 %, sweeps 28
   slowest contraction 0.527, its bound q = 0.545
H=2 um: U error 6.67e-03, worst pattern 1.20e-02, bound 1.94e-02
   level error 0.487 %, its bound 2.323 %, sweeps 28
H=4 um: U error 2.49e-02, worst pattern 4.68e-02, bound 7.74e-02
   level error 1.894 %, its bound 9.292 %, sweeps 27
H=8 um: U error 8.13e-02, worst pattern 1.61e-01, bound 3.10e-01
   level error 5.877 %, its bound 37.167 %, sweeps 28
U error ratio, H = 2 um over 1 um: 4.03
U error ratio, H = 4 um over 2 um: 3.73
H allowed by the bound for 1 % level error = 1.31 um
H=1 um: estimator mismatch / largest error = 1.38 %
plain substitution: error factor per sweep = 1.089
local formula 1/(1+2 eta U): level error = 5.54 %
multiplications on the pixel grid = 1.419e+08
H=1 um: mult. 5.85e+06 (convolution 2.27e+06), gain 24.2
   window pairs, general kernel: gain 2.48e+02
H=2 um: mult. 3.95e+06 (convolution 2.92e+05), gain 36.0
   window pairs, general kernel: gain 3.81e+03
H=4 um: mult. 3.71e+06 (convolution 3.85e+04), gain 38.2
   window pairs, general kernel: gain 5.65e+04
pad centre: D = 0.4549, dose = 91.0 uC/cm2
grating centre: D = 0.6232, dose = 124.6 uC/cm2
single line: D = 0.9502, dose = 190.0 uC/cm2
largest edge displacement by the map = 0.0500 nm
mid-range term, 10 % of backscatter at 2 um: level 4.91 %
   map error on that term at H=1 um: level 0.376 %
beta 5 % too short: level 1.44 %
fogging, ratio 0.01, this mean density: level 0.34 %
incident electrons = 12.48 per nm2
shot noise of edge level at D=1 = 0.64 %
substrate heating at 5 nA, 50 kV, 150 W/(m K) = 0.053 K
```
